Tauc and Cody Plots for Amorphous Silicon with Parabolic Band Edges

The absorption coefficient α of an amorphous silicon film rises smoothly with photon energy E = ħω. To read a band gap from it, one needs a combination of α and E that is a straight line and can be extended to zero. This problem finds what that combination is under two different assumptions about the optical matrix elements, and what happens if the wrong one is used.

The model is as follows. Electrons are independent and move in a local potential. The valence band is full and the conduction band empty. Near the edges E_v and E_c the densities of states, per volume, per energy and for one spin, are

N_v = C_v √u, N_c = C_c √w,

where u is the depth of a level below E_v and w its height above E_c. The gap is E_g = E_c − E_v. The real refractive index n is constant over the energies used. Formulas are in SI form; e is the positive elementary charge and m the free-electron mass.

**(a) A field polarized along x drives transitions in a film of volume V. Express the imaginary part ε₂ of the relative dielectric function through the momentum elements p_cv = ⟨c|p_x|v⟩, and then through the position elements x_cv = ⟨c|x|v⟩.**

Take the vector potential A(t) = A₀ cos ωt, treated as uniform because the wavelength is long compared with the distances that matter in the matrix elements. An electron has charge −e, so its kinetic energy is (p + eA)²/2m. The term linear in A is

H′ = (e/m) A₀ cos ωt p_x.

The A² term is a number at each time and causes no transitions. Half of the cosine, (eA₀/2m) p_x e^(−iωt), drives absorption. The golden rule gives for one pair of levels, with energies W_v and W_c, the rate

(2π/ħ)(e²A₀²/4m²) |p_cv|² δ(W_c − W_v − E).

Each transition takes up ħω. With a factor 2 for spin, the absorbed power per volume is

P = ħω (2π/ħ)(e²A₀²/4m²)(2/V) Σ |p_cv|² δ(W_c − W_v − E)
 = (πωe²A₀²/2m²)(2/V) Σ |p_cv|² δ(W_c − W_v − E).

Macroscopically, a field of amplitude F = ωA₀ loses the power

P = ½ωε₀ε₂F² = ½ε₀ε₂ω³A₀².

Equating the two and dividing by ½ε₀ω³A₀²,

ε₂ = (πe²/ε₀m²ω²)(2/V) Σ |p_cv|² δ(W_c − W_v − E). (1)

For the position form, use the fact that x commutes with a local potential. Only the kinetic energy contributes to the commutator:

[H, x] = [p_x², x]/2m = −iħp_x/m.

Its element between c and v is (W_c − W_v) x_cv = −iħp_cv/m. Solving for p_cv, and setting W_c − W_v = ħω as the delta function demands,

p_cv = imω x_cv, |p_cv|² = m²ω²|x_cv|². (2)

Inserted in (1), the frequencies cancel:

ε₂ = (πe²/ε₀)(2/V) Σ |x_cv|² δ(W_c − W_v − E). (3)

The prefactor can be tested on a system with a known static response. Two electrons of opposite spin were placed in the potential 30x⁴ + 5x (in eV, x in nm), one such well per 100 nm³. Equation (1), inserted in the Kramers–Kronig integral ε₁(0) − 1 = (2/π)∫(ε₂/E)dE, gave 0.01161. The change of the ground-state energy in a small static field gave 0.01161 as well.

**(b) In a crystal, conservation of wave vector restricts the pairs. What replaces the sums in (1) and (3) in an amorphous film?**

Without translational symmetry there is no wave vector to conserve, and any valence level may couple to any conduction level. Individual elements fluctuate, but the sum over many pairs needs only their mean square at a given E.

This mean square falls as 1/V, for extended and localized states alike. For extended states, divide the film into V/Ω patches of volume Ω, over which the wave functions keep their phase relation. Normalization makes the contribution of one patch to the matrix element proportional to Ω/V. Contributions of random sign add in the square, so

⟨|p_cv|²⟩ ∝ (V/Ω)(Ω/V)² = Ω/V.

For localized states, an element is appreciable only if the two states overlap, and the fraction of such pairs is again proportional to 1/V. The quantities independent of film size are therefore

D = V⟨|x_cv|²⟩, Q = V⟨|p_cv/ħ|²⟩.

This scaling was tested on cubic lattices of 6³ and 10³ sites with nearest-neighbour hopping and site energies spread uniformly over ten hopping energies. The volume ratio is 4.63; the mean squared velocity element between two fixed energy windows fell by a factor 4.46. The 4 % difference from the volume ratio is within the 10 % allowed for a finite number of random samples. The test concerns the size dependence, not the dependence on E.

The number of pairs per energy interval is V²J(E), with the joint density of states

J(E) = ∫ N_v(u) N_c(w) du, w = E − E_g − u,

since W_c − W_v = E_g + u + w. The sum in (3) becomes (D/V)V²J = VDJ, and

ε₂ = 2π(e²/ε₀) D J(E). (4)

By (2), D = (ħ²/m)²Q/E², because |x_cv|² = |p_cv|²/(m²ω²) and ω = E/ħ. The same ε₂ can thus be written

ε₂ = 2π(e²/ε₀)(ħ²/m)² Q J(E)/E². (5)

So far D and Q may both depend on E, and (4) and (5) are equivalent.

**(c) Evaluate J for the parabolic edges. How would the energy dependence change for other edge shapes?**

Write Δ = E − E_g > 0. Both u and w = Δ − u must be positive, so

J = C_vC_c ∫₀^Δ √(u(Δ − u)) du.

Substitute u = Δ sin²θ. Then Δ − u = Δ cos²θ, the root is Δ sinθ cosθ, and du = 2Δ sinθ cosθ dθ:

J = 2C_vC_cΔ² ∫₀^(π/2) sin²θ cos²θ dθ
 = ½C_vC_cΔ² ∫₀^(π/2) sin²2θ dθ
 = (π/8) C_vC_c Δ². (6)

The last integral is π/4, since sin²2θ averages to ½ over the range.

If instead N_v ∝ u^a and N_c ∝ w^b, the substitution u = Δt takes out one factor Δ from du and Δ^(a+b) from the integrand, so J ∝ Δ^(a+b+1). Two abrupt steps (a = b = 0) give J ∝ Δ; two linear edges give J ∝ Δ³. The square below is thus a statement about the edge shapes. With linear edges a cube root would be needed to obtain a straight line.

**(d) Suppose Q does not depend on E. Which combination of α and E is linear in E?**

First relate α to ε₂. With the complex index n + iκ, the field varies as exp[i(n + iκ)ωz/c], so the intensity decays as exp(−2κωz/c) and α = 2ωκ/c. The imaginary part of (n + iκ)² is ε₂ = 2nκ. Hence

α = ωε₂/(nc) = Eε₂/(nħc). (7)

Insert (5) and (6):

α = [E/(nħc)] · 2π(e²/ε₀)(ħ²/m)²(Q/E²) · (π/8)C_vC_c(E − E_g)².

One power of E remains in the denominator. Multiplying by E,

αE = K_T (E − E_g)², K_T = π²e²(ħ²/m)²Q C_vC_c/(4ε₀nħc). (8)

For E > E_g the positive root is

(αE)^(1/2) = √K_T (E − E_g).

This is the **Tauc plot**: a straight line that meets the energy axis at E_g. It needs constant n as well as constant Q, because n stands in K_T.

**(e) Suppose instead that D does not depend on E. What is the linear combination now, and can both assumptions hold?**

Insert (4) and (6) in (7):

α = [E/(nħc)] · 2π(e²/ε₀)D · (π/8)C_vC_c(E − E_g)².

Now a factor E stands in the numerator. Dividing by it,

α/E = K_C (E − E_g)², K_C = π²e²D C_vC_c/(4ε₀nħc), (9)

(α/E)^(1/2) = √K_C (E − E_g).

This is the **Cody plot**. It too meets the axis at E_g.

Equation (2) makes Q proportional to E²D, so Q and D cannot both be constant over a finite range. Disorder by itself selects neither; each is a further assumption about the states near the edges. If the two models are matched at an energy E_m, the constant-dipole absorption divided by the constant-momentum absorption is (E/E_m)². Very close to the gap this ratio hardly varies, and both laws reduce to α ∝ (E − E_g)².

If n varies, the remedy follows from (7): form ε₂ = nħcα/E from the data. Then √ε₂ is linear for constant D, and E√ε₂ for constant Q.

**(f) The data obey one law but are drawn in the other plot. Where does the tangent at E₁ meet the energy axis?**

A tangent to y(E) at E₁ meets the axis at G = E₁ − y/y′.

For constant-dipole data in a Tauc plot, y = √K_C E(E − E_g) and y′ = √K_C(2E − E_g). Therefore

G = E₁ − E₁(E₁ − E_g)/(2E₁ − E_g) = E₁²/(2E₁ − E_g),

G − E_g = (E₁² − 2E₁E_g + E_g²)/(2E₁ − E_g) = (E₁ − E_g)²/(2E₁ − E_g). (10)

The apparent gap is too large. For constant-momentum data in a Cody plot, y = √K_T(1 − E_g/E) and y′ = √K_T E_g/E². Therefore

G = E₁ − E₁(E₁ − E_g)/E_g,

G − E_g = (E₁ − E_g)(1 − E₁/E_g) = −(E₁ − E_g)²/E_g. (11)

The apparent gap is too small. Both errors vanish quadratically as E₁ approaches E_g.

The order of the two gaps does not depend on either model. For any data, the Tauc ordinate is E times the Cody ordinate, y_T = Ey_C, so

y_T′/y_T = y_C′/y_C + 1/E.

If y_C increases with E, then y_T/y_T′ is smaller than y_C/y_C′, and the Tauc tangent at the same E₁ meets the axis at the higher energy.

**(g) Take E_g = 1.65 eV, n = 4.2, C_v = C_c = 10²² cm⁻³ eV^(−3/2) and D = 0.0015 nm⁵. Choose Q so that both models agree at 2.0 eV. Find the absorption there, and the gaps obtained from a fit between 1.8 and 2.2 eV.**

In nanometres, C_v = C_c = 10 nm⁻³ eV^(−3/2). At 2.0 eV, Δ = 0.35 eV, and (6) gives

J = (π/8) × 100 × 0.35² = 4.811 nm⁻⁶ eV⁻¹.

With e²/ε₀ = 18.095 eV nm, (4) gives

ε₂ = 2π × 18.095 × 0.0015 × 4.811 = 0.820.

With ħc = 197.33 eV nm, (7) gives

α = 2.0 × 0.820/(4.2 × 197.33) nm⁻¹ = 1.98 × 10⁻³ nm⁻¹ = 1.98 × 10⁴ cm⁻¹.

The penetration depth 1/α is 505 nm. Matching requires, with ħ²/m = 0.0762 eV nm²,

Q = D(2.0/0.0762)² = 1.033 nm.

The slopes are √K_C = 284 cm^(−1/2) eV^(−3/2) and √K_T = 569 cm^(−1/2) eV^(−1/2). Their ratio is the matching energy, 2.0 eV, as (8) and (9) require.

At 1.8 eV the constant-dipole model gives 3.27 × 10³ cm⁻¹ and the constant-momentum model 4.04 × 10³ cm⁻¹. At 2.2 eV the values are 5.38 × 10⁴ and 4.44 × 10⁴ cm⁻¹. The ratios 0.81 and 1.21 are (1.8/2.0)² and (2.2/2.0)².

For the fits, α was computed without using (6), (8) or (9). Discrete levels with square-root densities were placed in a volume of 600 nm³, and the 827 579 pairs below 2.21 eV were formed; those between 1.8 and 2.2 eV were summed in intervals of 0.02 eV. Straight lines through the 20 resulting points gave these gaps:

- constant dipole: 1.650 eV from the Cody plot, 1.696 eV from the Tauc plot;
- constant momentum: 1.650 eV from the Tauc plot, 1.585 eV from the Cody plot.

The proper plots return the gap that was put in. The wrong ones miss it by +46 and −65 meV. The tangent results (10) and (11) at 2.0 eV are

1.65 + 0.1225/2.35 = 1.702 eV, 1.65 − 0.1225/1.65 = 1.576 eV.

The fitted values differ from these because the wrong plots are curved. In the first case, with t = E − 2.0 eV, the ordinate is √K_C(0.700 + 2.35t + t²). A least-squares line over symmetric points keeps the slope 2.35 and replaces t² by its mean, 0.0133. The intercept is then 2.0 − 0.7133/2.35 = 1.696 eV, as found.

The curvature is small on the scale of the plot. The rms deviation from the fitted line, relative to the mean ordinate, is 1.7 % for dipole data in the Tauc plot and 1.4 % for momentum data in the Cody plot, against 0.02 % in the proper plots, where the model line is exactly straight and the residue comes from the discrete levels and finite intervals. With the tails, finite bands and index dispersion of (h) included, the proper plots deviate by about 0.2 %. Relative to the local ordinate, the deviation is larger at the low end. For dipole data in the Tauc plot at 1.81 eV (t = −0.19 eV), the ordinate is 0.2896 and the fitted line 0.2668, in units of √K_C eV². The ordinate contains √α, so the line corresponds to an α that is too low by 1 − (0.2668/0.2896)², or 15 %. A line that looks good on the scale of the plot is thus weak evidence for either assumption; the relative deviations of α at the low end are a sharper test.

**(h) How does this compare with a real film, and how far do the neglected effects move the gap?**

The parameters are round values in the rough regime of plasma-deposited hydrogenated amorphous silicon, for which a gap near 1.7 eV, an index near 4 and absorption of order 10⁴ cm⁻¹ around 2 eV are typical. Absorption fixes only the product C_vC_cD, so the separate values of C and D carry less weight than α. Real edges are not sharp parabolas: exponential tails extend into the gap, and for the rough tail energies and the smooth join used below they lower the fitted gap by about 27 meV. The size depends on how the tails are attached: broadening the parabolic edges with the same decay energies, at a fixed number of states and fixed mean edge position, lowers it by about 10 to 21 meV instead.

In each model the proper ordinate is proportional to √(J/n): this follows from (4) and (7) for constant D, and from (5) and (7) for constant Q. A change in J or n therefore shifts both proper gaps equally. Changing one ingredient at a time, in the same fit window, gives the following shifts.

- **Band tails.** Tails with decay energies of 50 meV (valence) and 25 meV (conduction), joined smoothly to the parabolas, shift the gap by −27 meV. Well above the edge, the extra states near one edge add to J a term proportional to √Δ. They raise √J by an amount proportional to Δ^(−1/2), more at the low end of the window, which flattens the line and lowers its intercept.
- **Finite bands.** Replacing √u by √(u(1 − u/B)), with a rough width B = 6 eV for both bands, gives −5 meV.
- **Index dispersion.** A rough relative rise of n by 0.2 per eV gives −11 meV. Plotting ε₂ as described in (e) removes this error.
- **Temperature.** With a rough coefficient of −0.4 meV/K, a film measured at a deposition temperature of 500 K has a gap 80 meV below its value at 300 K. This is a real change of the gap, and it exceeds the wrong-plot errors of 46 and 65 meV found in (g) for sharp parabolic edges.
- **Thermal occupation.** With the Fermi level at midgap, the occupation at the conduction edge at 500 K is about 5 × 10⁻⁹ for a gap of 1.65 eV and about 1 × 10⁻⁸ for the gap lowered by 80 meV, so full and empty bands are a safe assumption.

Electron–hole attraction and local-field corrections are outside the independent-electron model and have not been sized. A gap quoted for such a film should therefore come with the plot used, the fit window and the temperature: with the window held fixed, the choice of plot alone moves it by 46 to 65 meV for sharp parabolic edges and constant n, and by about 60 to 90 meV once the tails, finite bands and index dispersion above are included together. The remaining values are in the numerical output, where the unit printed for Q should read nm.

Calculated quantities

```
gap Eg (input): 1.65 eV
refractive index n (input): 4.2
DOS prefactor C per spin (input): 1.0e+22 cm^-3 eV^-3/2
dipole strength D (input): 0.0015 nm^5
fit window: 1.8 to 2.2 eV, matched at 2.0 eV
momentum strength Q from matching: 1.033 nm^3
e^2/eps0: 18.095 eV nm
hbar c: 197.33 eV nm
hbar^2/m: 0.07620 eV nm^2
joint density J at 2.0 eV: 4.811 nm^-6 eV^-1
eps2 at 2.0 eV: 0.820
alpha at 2.0 eV, both models: 1.980e+04 cm^-1
penetration depth at 2.0 eV: 505 nm
alpha at 1.8 eV, constant dipole: 3.273e+03 cm^-1
alpha at 1.8 eV, constant momentum: 4.040e+03 cm^-1
alpha at 2.2 eV, constant dipole: 5.378e+04 cm^-1
alpha at 2.2 eV, constant momentum: 4.444e+04 cm^-1
Cody slope sqrt(K_C): 284.3 cm^-1/2 eV^-3/2
Tauc slope sqrt(K_T): 568.5 cm^-1/2 eV^-1/2
level pairs summed below 2.21 eV: 827579
pair sum, dipole data, Cody plot gap: 1.650 eV
pair sum, dipole data, Tauc plot gap: 1.696 eV
pair sum, momentum data, Tauc plot gap: 1.650 eV
pair sum, momentum data, Cody plot gap: 1.585 eV
rms misfit, dipole data, Cody plot: 0.02 %
rms misfit, dipole data, Tauc plot: 1.66 %
rms misfit, momentum data, Tauc plot: 0.02 %
rms misfit, momentum data, Cody plot: 1.43 %
tangent at 2.0 eV, dipole data, Tauc gap: 1.702 eV
tangent at 2.0 eV, momentum data, Cody gap: 1.576 eV
static eps-1 of test well, Kramers-Kronig: 0.011606
static eps-1 of test well, finite field: 0.011606
disordered lattices, volume ratio: 4.63
disordered lattices, inverse element ratio: 4.46
tail energies (rough input): 50, 25 meV
gap shift from band tails: -26.6 meV
band width (rough input): 6.0 eV
gap shift from finite band width: -4.8 meV
relative index slope (rough input): 0.2 per eV
gap shift from index dispersion: -11.3 meV
gap temperature coefficient (rough input): -0.4 meV/K
gap shift from 300 K to 500 K: -80 meV
edge occupation exp(-Eg/2kT) at 500 K: 4.8e-09
```
